\section*{Does the RPA electron gas have one compressibility?}

\section{Two routes to one quantity}

\textbf{Q:} I need the compressibility of the electron gas in the random-phase approximation (RPA). I can take the static long-wavelength limit of the dielectric function, or differentiate the ground-state energy twice with respect to density. The compressibility sum rule says that these agree, so I plan to use whichever is easier. Is there anything to watch?

\textbf{A:} The sum rule relates the exact response to the exact energy. Whether it survives an approximation depends on how the approximate response and energy are related, so let us calculate both. Take an unpolarized three-dimensional gas at zero temperature with a rigid neutralizing background, in Hartree atomic units. Its density is $n$, its energy per electron is $\varepsilon(n)$, and
\begin{equation}
n=\frac{k_F^3}{3\pi^2}=\frac{3}{4\pi r_s^3},\qquad
k_F=\frac{1}{\alpha r_s},\qquad
\alpha=\left(\frac{4}{9\pi}\right)^{1/3}.
\end{equation}
The thermodynamic derivative compares neutral systems, so the average electrostatic energy is absent from $\varepsilon$. At fixed particle number the pressure is $P=n^2\varepsilon'(n)$, and the compressibility $K$ obeys
\begin{equation}
\frac1K=n\frac{dP}{dn}=n^2(2\varepsilon'+n\varepsilon'')
=n^2\frac{d^2(n\varepsilon)}{dn^2}=n^2\frac{d\mu}{dn},
\label{K}
\end{equation}
because $\mu=d(n\varepsilon)/dn$.

\textbf{Q:} And the response side?

\textbf{A:} Apply a static potential that varies very slowly. Let $\phi$ be the total electrostatic potential energy, external plus Hartree. Each region is locally uniform, and equilibrium requires $\mu(n)+\phi$ to be constant, so $\delta n=-(dn/d\mu)\phi$. The proper polarization $\Pi^*$ is defined by $\delta n=\Pi^*\phi$. Hence
\begin{equation}
-\lim_{q\to0}\Pi^*(q,0)=\frac{dn}{d\mu}=n^2K.
\label{sumrule}
\end{equation}
The frequency is set to zero before $q\to0$; otherwise the electrons have no time to redistribute.

\section{What the dielectric function gives}

\textbf{Q:} In RPA the dielectric function is $1-v\Pi_0$, with $v=4\pi/q^2$. What does its limit give?

\textbf{A:} The proper polarization is then the Lindhard function $\Pi_0$ of free electrons. With $e_k=k^2/2$ and occupations $f_k$,
\begin{align}
\Pi_0(q,0)&=2\int\!\frac{d^3k}{(2\pi)^3}
\frac{f_k-f_{k+q}}{e_k-e_{k+q}}\nonumber\\
&\longrightarrow
2\int\!\frac{d^3k}{(2\pi)^3}\frac{\partial f}{\partial e_k}
=-\frac{k_F}{\pi^2}\equiv-N_0 .
\end{align}
The factor 2 is for spin. The derivative of the step is $-\delta(e_k-k_F^2/2)$, and the integral gives $2\cdot4\pi k_F^2/[(2\pi)^3k_F]=k_F/\pi^2$. Since $N_0=3n/k_F^2$, Eq.~(\ref{sumrule}) yields
\begin{equation}
K_0=\frac{N_0}{n^2}=\frac{3}{nk_F^2}.
\end{equation}
This is the compressibility of noninteracting electrons, at every density. The interaction has entered the screening of the external charge, but not $\Pi^*$.

\section{What the energy gives}

\textbf{Q:} Then the RPA energy ought to give $K_0$ too. Both come from the same $\Pi_0$.

\textbf{A:} Let us construct that energy. Multiply the interaction by $\lambda$, keep the density fixed, and let $\lambda$ run from 0 to 1. By the Hellmann--Feynman theorem, the interaction energy per volume is
\begin{equation}
n(\varepsilon-t)=\int_0^1\!d\lambda\,\frac12\int\!\frac{d^3q}{(2\pi)^3}
\,v\,n[S_\lambda(q)-1],
\end{equation}
where $t=3k_F^2/10$ is the free kinetic energy per electron and $S_\lambda$ the structure factor. The $-1$ removes the interaction of an electron with itself.

At imaginary frequency $iu$, an excitation of energy $\omega$ contributes to the density response $\chi_\lambda$ in proportion to $-2\omega/(u^2+\omega^2)$. Since $\int du\,2\omega/[2\pi(u^2+\omega^2)]=1$ over all $u$, we have $nS_\lambda=-\int(du/2\pi)\chi_\lambda(q,iu)$. The RPA takes $\chi_\lambda=\Pi_0/(1-\lambda v\Pi_0)$. Split $\chi_\lambda$ into $\Pi_0$ and the remainder. The remainder gives
\begin{equation}
-\int_0^1\!d\lambda\left[\frac{v\Pi_0}{1-\lambda v\Pi_0}-v\Pi_0\right]
=\ln(1-v\Pi_0)+v\Pi_0 ,
\end{equation}
and therefore the correlation energy per volume
\begin{equation}
C=n\varepsilon_c=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{du}{2\pi}
\,[\ln(1-v\Pi_0)+v\Pi_0].
\label{C}
\end{equation}

\textbf{Q:} What does the $\Pi_0$ part give?

\textbf{A:} It gives exchange. For a filled Fermi sphere, $1-S_0$ is the fractional overlap of two such spheres displaced by $q$. With $y=q/2k_F<1$, the overlap consists of two spherical caps, and its fraction is $\frac12(1-y)^2(2+y)=1-\frac32y+\frac12y^3$; it vanishes for $y>1$. Thus
\begin{align}
\varepsilon_x&=\frac12\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}(S_0-1)
=\frac1\pi\int_0^\infty\!dq\,(S_0-1)\nonumber\\
&=-\frac{2k_F}{\pi}\left(1-\frac34+\frac18\right)
=-\frac{3k_F}{4\pi}.
\end{align}
So $\varepsilon=t+\varepsilon_x+\varepsilon_c$. The response that has a free compressibility has produced an energy with exchange and correlation.

\textbf{Q:} How much do they change the second derivative?

\textbf{A:} Put $D=n\,d/dn=-(r_s/3)\,d/dr_s$. Because $n^2d^2\varepsilon/dn^2=D^2\varepsilon-D\varepsilon$,
\begin{align}
n\frac{d^2(n\varepsilon)}{dn^2}
&=2D\varepsilon+D^2\varepsilon-D\varepsilon=D^2\varepsilon+D\varepsilon
\nonumber\\
&=\frac{1}{9}\left(r_s^2\frac{d^2\varepsilon}{dr_s^2}
+r_s\frac{d\varepsilon}{dr_s}\right)-\frac{r_s}{3}\frac{d\varepsilon}{dr_s}
\nonumber\\
&=\frac19\left(r_s^2\frac{d^2\varepsilon}{dr_s^2}
-2r_s\frac{d\varepsilon}{dr_s}\right).
\end{align}
By Eq.~(\ref{K}), $1/K$ is $n$ times this. Multiplication by $K_0=3\alpha^2r_s^2/n$ gives
\begin{equation}
\frac{K_0}{K}=\frac{\alpha^2r_s^2}{3}
\left(r_s^2\frac{d^2\varepsilon}{dr_s^2}-2r_s\frac{d\varepsilon}{dr_s}\right).
\end{equation}
The kinetic energy varies as $r_s^{-2}$, so its bracket is $(6+4)t=3/(\alpha^2r_s^2)$ and it contributes 1. Exchange varies as $r_s^{-1}$; its bracket is $(2+2)\varepsilon_x=-3/(\pi\alpha r_s)$. The energy-route compressibility $K_E$ thus obeys
\begin{equation}
\frac{K_0}{K_E}=1-\frac{\alpha r_s}{\pi}
+\frac{\alpha^2r_s^3}{3}
\left(r_s\frac{d^2\varepsilon_c}{dr_s^2}-2\frac{d\varepsilon_c}{dr_s}\right).
\label{KE}
\end{equation}
There are two answers. The exchange term $-\alpha r_s/\pi$ is negative, so exchange makes the gas softer than a free one, and relatively more so at lower density.

\section{The missing terms}

\textbf{Q:} Then one of the calculations must have broken the sum rule by mistake. Which one?

\textbf{A:} Neither contains an algebraic mistake. By Eqs.~(\ref{K}) and (\ref{sumrule}), the sum rule needs $-1/\Pi^*$ at long wavelength to equal $d^2(n\varepsilon)/dn^2$ for the same energy, whereas $-1/\Pi_0\to1/N_0$ equals $d^2(nt)/dn^2$, the second derivative of the noninteracting kinetic energy alone. Differentiating $C$ shows what is absent.

A uniform static potential acts like a shift of the free chemical potential $\mu_0=k_F^2/2$. Let a prime on $C$, $\Pi_0$ or $N_0$ mean $d/d\mu_0$, and define the screened interaction $W=v/(1-v\Pi_0)$. Then
\begin{align}
\frac{d}{d\mu_0}[\ln(1-v\Pi_0)+v\Pi_0]
&=-\frac{v\Pi_0'}{1-v\Pi_0}+v\Pi_0'=-(W-v)\Pi_0',\\
W'&=\frac{v^2\Pi_0'}{(1-v\Pi_0)^2}=W^2\Pi_0'.
\end{align}
A second differentiation gives
\begin{equation}
C''=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{du}{2\pi}
\left[(W-v)\Pi_0''+W^2(\Pi_0')^2\right].
\label{Cpp}
\end{equation}

\textbf{Q:} Where are the vertex corrections in that?

\textbf{A:} Write $\Pi_0$ as a loop of two free propagators $G_1G_2$, at a small temperature that is finally taken to zero. Each has the form $G=(i\nu+\mu_0-e_k)^{-1}$, with $\nu$ a fermion frequency, so $G'=-G^2$: a derivative cuts a line and inserts a static density vertex. Two derivatives give
\begin{equation}
(G_1G_2)''=2G_1^3G_2+2G_1^2G_2^2+2G_1G_2^3 .
\end{equation}
The interaction line joins the two ends of this loop. In the outer terms both density vertices lie on one propagator; the other propagator and the interaction line then form a self-energy insertion in the polarization. In the middle term there is one density vertex on each propagator, and the interaction line runs between them: an exchange-type vertex correction. The term $W^2(\Pi_0')^2$ has two loops, each with one density vertex, joined by two screened lines. The bare $v$ is subtracted in Eq.~(\ref{Cpp}) because its contribution, together with the self-interaction term, belongs to exchange.

\textbf{Q:} The compressibility is a derivative with respect to density, though, not $\mu_0$.

\textbf{A:} Since $dn/d\mu_0=N_0$, the correlation kernel is
\begin{align}
f_c=\frac{d^2C}{dn^2}
&=\frac1{N_0}\frac{d}{d\mu_0}\left(\frac{C'}{N_0}\right)
=\frac{C''}{N_0^2}-\frac{C'N_0'}{N_0^3}\nonumber\\
&=\frac{1}{N_0^2}\left(C''-\frac{C'}{k_F^2}\right).
\label{fc}
\end{align}
The last step uses $N_0'=1/(\pi^2k_F)$, so that $N_0'/N_0=1/k_F^2$. To first order in $C$, the term with $C'$ compensates for the change of density that the interaction would cause at fixed chemical potential.

For exchange, $\mu_x=\frac43\varepsilon_x=-k_F/\pi$, because $\varepsilon_x\propto n^{1/3}$. With $dk_F/dn=\pi^2/k_F^2$ this gives $f_x=-\pi/k_F^2$. A slow density change now alters the effective potential by $f_{xc}\delta n$, where $f_{xc}=f_x+f_c$. Thus $\delta n=\Pi_0(\phi+f_{xc}\delta n)$, or
\begin{equation}
\frac1{\Pi^*}=\frac1{\Pi_0}-f_{xc},\qquad
\frac{K_0}{K}=1+N_0(f_x+f_c).
\label{restored}
\end{equation}
The second relation follows from $\Pi_0\to-N_0$ and Eq.~(\ref{sumrule}). It is the energy result, Eq.~(\ref{KE}), in another form. The argument concerns long wavelengths; it does not fix the kernel at finite $q$.

\section{Why half the correction fails}

\textbf{Q:} Suppose I keep the self-energy, which is easy, and leave out the vertex. Surely that brings me part of the way?

\textbf{A:} Exchange alone provides a clear test. Replace the Coulomb interaction by $4\pi/(q^2+\kappa^2)$, so that each part is finite. The exchange self-energy $\Sigma(k;k_F)$ depends on the electron's momentum and on the occupied sphere, and $\mu_x=\Sigma(k_F;k_F)$. Hence
\begin{equation}
\frac{d\mu_x}{dk_F}=
\left.\frac{\partial\Sigma}{\partial k}\right|_{k=k_F}
+\left.\frac{\partial\Sigma}{\partial k_F}\right|_{k=k_F}.
\end{equation}
The first term changes the velocity. It comes from the self-energy insertions taken at fixed density, that is, the outer terms of $(G_1G_2)''$ together with the density-fixing term of Eq.~(\ref{fc}), here $-\mu_x/k_F^2$ in $K_0/K$. The second is the response of $\Sigma$ to the new occupations, which is the vertex part. It comes from a shell at the Fermi surface. With $x$ the cosine of the angle between the two momenta,
\begin{align}
\frac{\partial\Sigma}{\partial k_F}
&=-\frac{2\pi k_F^2}{(2\pi)^3}\int_{-1}^{1}
\frac{4\pi\,dx}{2k_F^2(1-x)+\kappa^2}\nonumber\\
&=-\frac1{2\pi}L,\qquad L=\ln\left(1+\frac{4k_F^2}{\kappa^2}\right).
\end{align}

For the total, use the momentum transfer $q$ measured from a point on the Fermi surface. The transfers that end inside the sphere fill a solid angle $2\pi(1-q/2k_F)$, so
\begin{equation}
\mu_x=-\frac1\pi\int_0^{2k_F}\!dq
\left(1-\frac{q}{2k_F}\right)\frac{q^2}{q^2+\kappa^2}.
\end{equation}
The integrand vanishes at the upper limit. Differentiation therefore acts on the bracket:
\begin{align}
\frac{d\mu_x}{dk_F}&=-\frac{1}{2\pi k_F^2}
\int_0^{2k_F}\!dq\,\frac{q^3}{q^2+\kappa^2}\nonumber\\
&=-\frac1\pi+\frac{\kappa^2}{4\pi k_F^2}L .
\end{align}
As $\kappa\to0$ the total tends to $-1/\pi$, while the vertex part goes to $-\infty$ logarithmically. The self-energy part must then go to $+\infty$.

At $k_F=1$ and $\kappa=0.01$ the numbers are $1.368$ for the self-energy part and $-1.686$ for the vertex part, with sum $-0.318$. The free value of $d\mu/dk_F$ is $k_F=1$. Keeping the self-energy alone gives $K/K_0=1/(1+1.368)=0.42$; keeping both gives $1/(1-0.318)=1.47$. The half-correction has the wrong sign, and it sends $K$ to zero in the Coulomb limit. This test uses a static interaction. With the dynamically screened $W$ of the RPA both parts are finite, and the self-energy insertions are no longer just a change of velocity. At $r_s=4$ they give $K_0/K\approx1.9$ at fixed density, still on the wrong side of 1, while the on-shell velocity alone gives $K/K_0=m^*/m\approx1.06$, far from the energy-route value found below.

\section{Numbers at $r_s=4$}

\textbf{Q:} Is the disagreement between the two RPA routes large enough to matter?

\textbf{A:} At $r_s=4$, $n=0.0037302$ and $k_F=0.47979$ in atomic units. The response route gives
\begin{equation}
K_0=\frac{3}{0.0037302\times(0.47979)^2}\approx3494 .
\end{equation}
For the energy route, exchange contributes $-1/(\pi k_F)=-0.66344$ to $K_0/K_E$. The correlation part $N_0f_c$ comes from Eqs.~(\ref{Cpp}) and (\ref{fc}): $0.03431$ from self-energy and exchange-type vertex terms together, $-0.36064$ from the two-loop term, and $0.23228$ from keeping the density fixed. Their sum is $-0.09405$. Therefore
\begin{equation}
\frac{K_0}{K_E}=1-0.66344-0.09405\approx0.2425,\qquad
K_E\approx\frac{3494}{0.2425}\approx1.44\times10^4 .
\end{equation}
The two compressibilities differ by a factor of 4.1. As bulk moduli $1/K$, they are $8.42$~GPa from the response and $2.04$~GPa from the energy. The numerical check asserts that the diagram sum agrees with finite differences of the energy.

The two-loop term is the largest of the three correlation pieces here, and it is partly cancelled by the density-fixing term. Adding screened self-energy and exchange-type vertex terms while omitting the two-loop term would not reproduce the energy derivative.

\textbf{Q:} Which route is closer to the truth?

\textbf{A:} A useful reference is exchange plus the Perdew--Wang correlation parametrization, which rests on quantum Monte Carlo energies. It is a fit, and its second derivative carries the uncertainty of the fit: other common parametrizations (Perdew--Zunger, Vosko--Wilk--Nusair, Ortiz--Ballone, Chachiyo) give $K_0/K$ between 0.254 and 0.261 at $r_s=4$ and between 0.049 and 0.062 at $r_s=5$. The values of $K_0/K$ are:

\begin{center}
\begin{tabular}{cccc}
$r_s$ & exchange only & RPA energy & Perdew--Wang\\
1 & 0.834 & 0.827 & 0.828\\
2 & 0.668 & 0.642 & 0.645\\
4 & 0.337 & 0.243 & 0.256\\
5 & 0.171 & 0.031 & 0.052
\end{tabular}
\end{center}

The response route gives 1 in every row. At these four densities the RPA energy is the closest of the three approximations to the reference. Its relative error in $1/K$ nevertheless grows: relative to the reference, $1/K_E$ is about 5\% too small at $r_s=4$ and about 40\% too small at $r_s=5$ (37 to 50\% with the other fits), where the positive and negative contributions nearly cancel.

\section{When the energy route changes sign}

\textbf{Q:} The last row is almost zero. Does the RPA gas collapse a little beyond it?

\textbf{A:} The RPA-energy value of $1/K$ vanishes at $r_s\approx5.14$, so $K_E$ diverges there and is negative just beyond. With exchange alone the zero is at $r_s=\pi/\alpha\approx6.03$; the reference gives about $5.25$ (5.24 to 5.30 with the other fits). The RPA dielectric function shows no such event, since its compressibility stays at $K_0$.

A negative $K$ is not by itself a collapse when the background is rigid. The response to an external potential is $\chi=\Pi^*/(1-v\Pi^*)$. At long wavelength, Eq.~(\ref{sumrule}) gives
\begin{equation}
-\frac1\chi=v-\frac1{\Pi^*}\longrightarrow
\frac{4\pi}{q^2}+\frac1{n^2K}.
\end{equation}
The left side is the stiffness against a static density wave. The electrostatic term diverges as $q\to0$ and keeps the stiffness positive, even if $K<0$. The thermodynamic $K$ omits this cost because it compares neutral systems whose background density changes with that of the electrons. Stability at finite $q$ is a separate question, which $K$ does not settle.

\textbf{Q:} So if someone quotes ``the RPA compressibility'', I have to ask how it was obtained.

\textbf{A:} Yes. If it came from $1-v\Pi_0$, it is the free value. If it came from the RPA energy, it contains exchange and ring correlation, and the response consistent with it at long wavelength is Eq.~(\ref{restored}), not $\Pi_0$. In a calculation that uses both screening and thermodynamics, choose the kernel and the energy together, or state that the sum rule is violated and by how much.

\section*{Table of computed values}
\begin{verbatim}
Worked example: rs = 4.0 bohr
density n = 0.0037302 bohr^-3
Fermi wavenumber kF = 0.479790 bohr^-1
density of states N0 = 0.048613 hartree^-1 bohr^-3
kinetic energy per electron = 0.069059 hartree
exchange energy per electron = -0.114541 hartree
RPA correlation per electron = -0.046806 hartree
RPA total energy per electron = -0.092287 hartree
K, response route = 3493.72 bohr^3/hartree
K, energy route = 14406.38 bohr^3/hartree
K(energy)/K(response) = 4.1235
1/K, response route = 2.8623e-04 hartree/bohr^3
1/K, response route = 8.421 GPa
1/K, energy route = 6.9414e-05 hartree/bohr^3
1/K, energy route = 2.042 GPa
Contributions to K0/K at this rs (dimensionless):
  exchange = -0.66344
  self-energy and exchange-type vertex = 0.03431
  two three-vertex loops = -0.36064
  shift keeping density fixed = 0.23228
  correlation sum = -0.09405
K0/K: rs, exchange only, RPA energy, Perdew-Wang reference
  1.0  0.8341  0.8269  0.8275
  2.0  0.6683  0.6416  0.6447
  4.0  0.3366  0.2425  0.2557
  5.0  0.1707  0.0310  0.0517
1/K = 0, exchange only: rs = 6.029 bohr
1/K = 0, RPA energy: rs = 5.144 bohr
1/K = 0, Perdew-Wang reference: rs = 5.250 bohr
Yukawa exchange at kF = 1 bohr^-1, parts of d(mu_x)/d(kF)
screening (bohr^-1), self-energy, vertex, sum (hartree bohr)
  0.10  0.64041  -0.95395  -0.31354
  0.01  1.36826  -1.68649  -0.31823
bare Coulomb limit of the sum = -0.31831 hartree bohr
\end{verbatim}
